# Self-Consistent Strain, Schrödinger and Poisson Equations for a Polar Quantum Well

## What fails when the three equations are solved separately

In a polar quantum well, strain and polarization create a field that pulls electrons and holes apart. The separated carriers weaken that field. In the model well treated below, raising the injected pair density from \(10^{10}\) to \(10^{13}\,\mathrm{cm^{-2}}\) lowers the mean field from 1.65 to 1.06 MV/cm. A calculation that keeps the low-density potential misplaces the transition by 0.116 eV and gives less than a third of the squared electron–hole overlap.

Coupling the equations carelessly brings other errors. If strain shifts the band edges but carriers exert no stress on the lattice, the chemical potentials are no longer derivatives of the free energy. A charge imbalance makes the periodic field problem unsolvable. A density loop can also diverge although each of its parts is solved accurately. One free-energy functional settles the form of the equations, and its second derivatives settle the convergence near the solution.

## The functional and its stationary equations

The polar axis is \(z\), and the well and barrier repeat with period \(L=L_w+L_b\). Coherent growth fixes the in-plane strain \(t(z)\); the normal strain \(s(z)\) is free to adjust. Atomic units are used in the algebra, with \(\varepsilon_0=1/4\pi\) contained in the permittivity \(\varepsilon\), which is taken at clamped strain. The field is \(E=-\phi'\), and \(n\), \(p\), \(N_D\) are the densities of electrons, holes and ionised donors. Hole energies are counted downward from the valence edge.

The strain- and field-dependent energy density, apart from terms fixed by \(t\), is

\[
h=\tfrac12C_{33}s^2+2C_{13}ts-\tfrac12\varepsilon E^2-PE-e_{33}sE+qs+\phi\rho ,
\]
\[
P=P_0+2e_{31}t,\qquad q=an+bp,\qquad \rho=p-n+N_D .
\]

Here \(P_0\) is the spontaneous polarization, and \(a\), \(b\) are the deformation potentials of electron and hole energies for normal strain. To \(\int h\,dz\) are added the carriers' kinetic free energy, including entropy, and the band-edge energies \(\int(U_en+U_hp)\,dz\). The edges \(U_e,U_h\) include the in-plane strain shifts.

Varying \(s\) gives zero normal stress:

\[
C_{33}s+2C_{13}t-e_{33}E+q=0
\;\Rightarrow\;
s=\frac{-2C_{13}t+e_{33}E-q}{C_{33}} .
\tag{1}
\]

The term \(q\) is the carrier stress. It comes from the same product \(qs\) that shifts the bands.

For the variation of \(\phi\), define \(D=\varepsilon E+P+e_{33}s\). Since \(\delta E=-\delta\phi'\), integration by parts over a period gives

\[
\int(-D\,\delta E+\rho\,\delta\phi)\,dz
=\int(-D'+\rho)\,\delta\phi\,dz=0
\;\Rightarrow\; D'=\rho .
\tag{2}
\]

Inserting (1) into \(D\) eliminates the strain:

\[
D=\tilde\varepsilon E+\tilde P-\frac{e_{33}}{C_{33}}q,\qquad
\tilde\varepsilon=\varepsilon+\frac{e_{33}^2}{C_{33}},
\]
\[
\tilde P=P_0+2\left(e_{31}-e_{33}\frac{C_{13}}{C_{33}}\right)t .
\tag{3}
\]

Varying the densities gives the potentials in the two Schrödinger equations,

\[
V_e=U_e+as-\phi,\qquad V_h=U_h+bs+\phi .
\tag{4}
\]

Each carrier type has one parabolic band and is treated in the Hartree mean field. Its normal mass is the same in well and barrier. With in-plane mass \(m\) and two spins, the density of states per area is \(m/\pi\), so subband \(k\) holds

\[
f_k=\frac{m}{\pi}\int_{E_k}^{\infty}\frac{d\epsilon}{1+e^{(\epsilon-\mu)/kT}}
=\frac{mkT}{\pi}\ln\!\left(1+e^{(\mu-E_k)/kT}\right).
\]

The density is \(\sum_kf_k|\psi_k|^2\). Electrons and holes have separate chemical potentials, because injection is not thermal equilibrium between the bands.

## Neutrality and the bare field

Integrating (2) over a period gives \(D(L)-D(0)=\int_0^L\rho\,dz\). Periodicity of \(D\) therefore requires

\[
N_e=N_h+\int_0^LN_D\,dz .
\]

Neutrality fixes \(\mu_e\) once \(N_h\) is prescribed. The remaining constant in \(D\) follows from the voltage drop \(U=\int_0^LE\,dz\), which is zero in the example.

Without free charge \(D\) is constant. With \(\Delta P=\tilde P_w-\tilde P_b\),

\[
\tilde\varepsilon_wE_w-\tilde\varepsilon_bE_b=-\Delta P,\qquad
L_wE_w+L_bE_b=U .
\]

Substituting \(E_b=(U-L_wE_w)/L_b\) and multiplying by \(L_b\) gives

\[
E_w=\frac{-\Delta P\,L_b+\tilde\varepsilon_bU}
{\tilde\varepsilon_wL_b+\tilde\varepsilon_bL_w}.
\tag{5}
\]

For thick barriers at \(U=0\), \(E_w\to-\Delta P/\tilde\varepsilon_w\). For thin barriers, \(E_w\to0\), because the zero-drop condition leaves no room for a compensating barrier drop.

## Discretisation and algorithm

The fields \(E,s\) are placed on the links of a uniform grid, and \(\phi,n,p\) on its nodes. A link value of \(q\) is the mean of its two end nodes; a node value of \(s\) is the mean of its two links. These averages are transposes of each other, so the discrete equations also follow from one discrete functional. Interfaces lie on nodes, and wavefunctions vanish at mid-barrier.

For the density vector \(x=(n,p)\), one pass of the loop is:

1. Sum \(\rho\) to obtain \(D\), fix its constant by the zero drop, and find \(E\) and \(s\) from (3) and (1).
2. Form the potentials (4) and solve both Schrödinger equations.
3. Choose \(\mu_e,\mu_h\) to give the prescribed sheet densities. Call the new densities \(G(x)\).
4. Form the residual \(r=G(x)-x\). Stop if it is small; otherwise mix, \(x\leftarrow x+\beta r\).

Anderson acceleration replaces the last \(x\) and \(r\) by combinations of stored iterates that minimise the combined residual. The coefficients sum to one. If every stored density is neutral, the combination is neutral too.

## Error analysis of the density loop

Near the solution \(x_*\), let \(\delta x=x-x_*\). The linearised loop is \(\delta G=J\delta x\) with \(J=\chi K\): \(K\) turns density changes into potential changes, and \(\chi\) turns those into new densities. Mixing gives

\[
\delta x_{\rm new}=[1-\beta(1-J)]\,\delta x .
\tag{6}
\]

**The response \(\chi\).** First-order perturbation theory at fixed sheet density gives, for one carrier type with \(v_{kl}=\langle k|\delta V|l\rangle\) and \(f_k'=\partial f_k/\partial E_k<0\),

\[
\int\delta V\,\delta n\,dz=\sum_{k\ne l}\frac{f_k-f_l}{E_k-E_l}v_{kl}^2
+\sum_kf_k'v_{kk}^2-\frac{(\sum_kf_k'v_{kk})^2}{\sum_kf_k'} .
\]

The last term is the shift of \(\mu\) that conserves the carriers. The first sum is not positive, because occupation falls with energy. The other two terms together are not positive by the Cauchy–Schwarz inequality with weights \(|f_k'|\). Replacing one factor \(v\) in each product by that of a second perturbation gives a form symmetric in the two perturbations, so \(\chi\) is symmetric. Since it is also nonpositive, it can be written \(\chi=-A^2\) with \(A\) symmetric.

**The kernel \(K\).** This is the second derivative of the field energy at stationary \(s,\phi\), hence symmetric. For a neutral change, let \(E,s,q,\rho\) now denote the changes. Equation (1) gives \(s=(e_{33}E-q)/C_{33}\), so the quadratic energy density becomes

\[
-\tfrac12\tilde\varepsilon E^2+\frac{e_{33}}{C_{33}}qE-\frac{q^2}{2C_{33}}+\phi\rho .
\]

Integration by parts gives \(\int\phi\rho\,dz=\int ED\,dz=\int(\tilde\varepsilon E^2-e_{33}qE/C_{33})\,dz\). Twice the total energy is therefore

\[
\delta x^{T}K\delta x=\int\left(\tilde\varepsilon E^2-\frac{q^2}{C_{33}}\right)dz .
\tag{7}
\]

The nonzero eigenvalues of \(J=-A^2K\) are those of the symmetric matrix \(-AKA\), so they are real. By (7), the field term contributes only negative values, and a positive eigenvalue can arise only through the carrier stress. Let the spectrum lie between \(-\lambda\) and \(\eta\), with \(\lambda\ge0\) and \(\eta<1\). The factors in (6) have magnitude below one when

\[
0<\beta<\frac{2}{1+\lambda}.
\tag{8}
\]

The lower end of the spectrum gives the limit; the upper end has factor \(1-\beta(1-\eta)\), which means slow convergence when \(\beta\) is small or \(\eta\) is close to one. Equal magnitudes at the two ends give the best fixed choice, \(\beta=2/(2+\lambda-\eta)\). If \(\eta\ge1\), no positive \(\beta\) damps that mode. Condition (8) is local and does not guarantee convergence from a distant starting density.

The residual also estimates the error. From \(r=(J-1)\delta x\), each eigenmode of the error is its residual component divided by \(1-J_i\), apart from sign. A small residual is thus a safe stopping criterion unless \(\eta\) is close to one.

## A thermodynamic check on the coupling

For either carrier type the band free energy is \(\mu N+\Omega\), with \(\partial\Omega/\partial\mu=-N\) and \(\partial\Omega/\partial E_k=f_k\). Since \(dE_k=\int|\psi_k|^2dV\,dz\), a change of state gives

\[
d(\mu N+\Omega)=\mu\,dN+\int n\,dV\,dz .
\]

The sum of band free energies already contains \(qs\) and \(\phi(p-n)\) through (4). The total free energy therefore adds \(h\) without these two terms. Adding \(dN\) pairs at fixed donors then gives

\[
dF=(\mu_e+\mu_h)dN+\int\!\left[(C_{33}s+2C_{13}t-e_{33}E+q)\,ds
+\rho\,d\phi-D\,dE\right]dz .
\]

The last two terms cancel by (2), and the bracket multiplying \(ds\) vanishes by (1). Hence

\[
\frac{dF}{dN}=\mu_e+\mu_h ,
\tag{9}
\]

apart from the constant barrier gap. If \(q\) is omitted from the strain and field equations but the bands still follow \(s\), the right side gains the error \(\int q\,(ds/dN)\,dz\).

## Worked example

The model has a 3 nm well and 9 nm barriers at 300 K. Its parameters are rough typical values for c-plane InGaN/GaN wells. The well has \(t=-1.7\%\), \(C_{33}=370\) GPa, \(C_{13}=105\) GPa, \(e_{33}=0.75\) and \(e_{31}=-0.42\,\mathrm{C/m^2}\); the remaining inputs are listed in the program.

**Bare field.** The strain part of \(\tilde P_w\) is

\[
2\left(-0.42-0.75\,\frac{105}{370}\right)(-0.017)=0.0215\ \mathrm{C/m^2},
\]

or \(2.15\,\mathrm{\mu C/cm^2}\). The spontaneous difference is \(-0.10\), so \(\Delta P=2.05\,\mathrm{\mu C/cm^2}\). Including the piezoelectric correction, the relative permittivities are 10.47 and 9.94. Since \(\varepsilon_0\) is \(0.0885\,\mathrm{\mu C/cm^2}\) per MV/cm, (5) gives

\[
E_w=-\frac{2.052\times9}{0.0885\,(10.47\times9+9.94\times3)}
=-1.68\ \mathrm{MV/cm}.
\]

A joint linear solution for \(s\) and \(\phi\), with nothing eliminated, confirms this value. In the bare potential, Airy functions and the grid both place the lowest electron level at \(-0.3291\) eV, measured from the unstrained barrier edge at mid-barrier.

**Screening.** The donors supply \(9\times10^{11}\) electrons per \(\mathrm{cm^2}\) throughout.

| Pairs (cm⁻²) | Field (MV/cm) | Transition (eV) | Squared overlap |
|---|---:|---:|---:|
| \(10^{10}\) | 1.65 | 2.778 | 0.087 |
| \(5\times10^{12}\) | 1.31 | 2.848 | 0.171 |
| \(10^{13}\) | 1.06 | 2.894 | 0.289 |

The field is the magnitude of its mean in the well. The transition energy is the barrier gap plus the lowest electron and hole energies. With all polarization constants set to zero and the other inputs held fixed, the same density change shifts the transition by \(-0.002\) eV instead of \(+0.116\) eV. Within this model, the blue shift is therefore due to screening of the polarization field.

The step \(\Delta P\) corresponds to \(1.28\times10^{13}\) elementary charges per \(\mathrm{cm^2}\). Yet \(10^{13}\) pairs leave 63% of the bare field, since the centres of the electron and hole clouds lie closer together than the two interfaces. For sheets of charge \(\sigma\) separated by \(d\) inside the well, and equal permittivities, the zero-drop condition makes the mean-field reduction \(\sigma dL_b/(\tilde\varepsilon LL_w)\). For sheets at the interfaces, (5) with \(\sigma\) in place of \(\Delta P\) also covers unequal permittivities: \(10^{13}\) charges per \(\mathrm{cm^2}\) would remove about 1.31 MV/cm. The calculated reduction between the first and last rows is 0.59 MV/cm, an effective separation of about 1.35 nm. The centroids of the two clouds lie about 1.5 nm apart at \(10^{13}\) pairs; the effective value is smaller because part of the charge lies in the barriers, where the sheet formula does not apply, and because the carrier stress slightly raises the field.

**Strain.** At \(5\times10^{12}\) pairs per \(\mathrm{cm^2}\), the elastic part of \(s\) in the well is 0.965%. The field contributes \(-0.0265\%\) and the carrier stress about \(+0.0085\%\), giving the calculated mean of 0.947%. Holding \(s\) at its elastic value lowers the transition by 0.004 eV. This feedback is small here, but consistency is still measurable. A central difference of \(F\) satisfies (9) to \(2\times10^{-7}\) eV; without carrier stress the discrepancy is \(-7\times10^{-4}\) eV. Its sign follows from the error integral: \(a,b<0\), while screening raises \(s\) in the well.

**Neutrality and convergence.** At the same density, the net charge is 0.02 elementary charges per \(\mathrm{cm^2}\) in magnitude, against \(5.9\times10^{12}\) electrons. Removing 1% of the electrons produces the required jump in \(D\), \(5.9\times10^{10}\) charges per \(\mathrm{cm^2}\). The integrated absolute density residual is \(6\times10^{-11}\) of the total number of carriers.

The response formula gives \(\lambda=0.045\) at \(10^{12}\) and 0.536 at \(10^{13}\) pairs per \(\mathrm{cm^2}\). Finite differences of the full loop confirm the second value. Equation (8) then gives \(\beta<2/1.536=1.30\), so undamped iteration, \(\beta=1\), satisfies the upper limit in this example. It would violate it if \(\lambda\) exceeded one.

At 0.9 and 1.1 times the limit, the dominant error factors are \(-0.8\) and \(-1.2\). Their 40th powers are \(1.3\times10^{-4}\) and \(1.5\times10^3\), which are also the residual changes found after 40 steps of the nonlinear loop. These runs started along the mode at the lower end of the spectrum, which sets the upper limit on \(\beta\).

Grid spacings of 0.1, 0.05 and 0.025 nm give 2.848458, 2.848332 and 2.848300 eV. The successive differences have ratio 4.01, as expected for an error proportional to spacing squared. The error at 0.05 nm, relative to the continuum limit of this model, is about \(\tfrac43(0.000032)=4\times10^{-5}\) eV.

## How far the numbers can be trusted

Numerical convergence is much finer than physical accuracy. At \(5\times10^{12}\) pairs per \(\mathrm{cm^2}\), a zero-temperature local-density estimate of exchange lowers the electron and hole energies by 0.036 and 0.043 eV. Scaling these with the cube root of sheet density, at fixed profile shape, gives a total of about 0.025 eV at \(10^{10}\) pairs. Exchange would then cancel about 0.054 eV of the 0.071 eV Hartree blue shift between these densities. This is only a rough size, because the formula is that of a degenerate three-dimensional gas, while the carriers occupy essentially one subband and the holes at 300 K are nearly dilute. Unscreened two-dimensional Hartree–Fock exchange at the subband edges at 300 K gives 0.060 and 0.027 eV at \(5\times10^{12}\) pairs and a total of 0.015 eV at \(10^{10}\), a change of about 0.07 eV, as large as the whole Hartree shift. Neither estimate includes correlation. The calculated shift is therefore the electrostatic contribution, not a prediction of the full spectral shift. The bulk exciton binding scale is 0.023 eV. The program's estimate of electron nonparabolicity, \(-0.006\) eV, leaves out terms from the band-edge steps at the interfaces and from the field. Together these are of similar size, so the estimate does not settle even the sign.

Doubling the hole density of states changes the transition by less than \(10^{-4}\) eV. About 97% of the holes occupy the lowest subband, the next one lying 0.10 eV higher, so the density profile hardly depends on that factor. In addition, the hole chemical potential lies 0.029 eV below the lowest subband, near the dilute regime, where the relative subband populations become independent of it. This does not test valence-band mixing. The electron miniband width is \(3\times10^{-6}\) eV, so coupling between wells hardly affects the lowest electron level. Still, about 18% of the electrons and 15% of the holes lie in the barriers, mostly as tails of the lowest subbands. The program prints slightly smaller shares because it assigns the interface nodes wholly to the well.

In real c-plane InGaN/GaN wells, fields of order 1 MV/cm and widths of a few nanometres are typical, so the model lies in a realistic regime. A diode junction breaks the zero-drop assumption. By (5), 0.1 V per period changes the bare well field by 0.08 MV/cm, about 5%, with a sign set by the junction. Relaxing 10% of the in-plane strain would lower the bare field by about 10%. Alloy disorder, which can localise carriers, is not sized here. The bare field is 0.56 of a rough 3 MV/cm breakdown field. Interband tunnelling is closed in this periodic potential, because the drop across the well is only 0.50 V against a gap of 2.87 eV. Neither statement covers leakage through defects or the added field of a junction.

## Table of computed values

```
well, barrier width: 3.0, 9.0 nm; T = 300 K
in-plane strain of well: -1.70 %
pairs below are (well, barrier)
relative permittivity: (10.3, 9.8)
C33: (370.0, 400.0) GPa; C13: (105.0, 105.0) GPa
e33: (0.75, 0.7) C/m2; e31: (-0.42, -0.38) C/m2
P0: -3.5, -3.4 uC/cm2
deformation a, b, b_inplane: -6.0, -7.0, -1.0 eV
unstrained offsets e, h: 0.50, 0.15 eV
barrier gap: 3.40 eV; strained well gap: 2.865 eV
masses e, h normal, h in-plane: 0.2, 1.8, 1.6 m0
donors: 1.0e+18 cm^-3 = 9.00e+11 cm^-2
polarization step: 2.052 uC/cm2
bare field well, barrier: -1.681, 0.560 MV/cm
bare normal strain in well: 0.9308 %
bare e level Airy, grid: -0.32909, -0.32909 eV
pairs cm^-2 | field MV/cm | transition eV | overlap^2 | steps
1.0e+10 | 1.652 | 2.7778 | 0.0870 | 6
1.0e+12 | 1.577 | 2.7937 | 0.1002 | 12
3.0e+12 | 1.435 | 2.8230 | 0.1321 | 19
5.0e+12 | 1.309 | 2.8483 | 0.1707 | 17
1.0e+13 | 1.064 | 2.8937 | 0.2894 | 19
blue shift polar, nonpolar: 0.1160, -0.0017 eV
Reference density: 5.0e+12 cm^-2
mean normal strain in well: 0.9468 %
e, h Fermi level above lowest subband: 0.0688, -0.0290 eV
relative density residual: 5.8e-11
net sheet charge: -1.9e-02 e/cm2
largest Gauss-law defect: 1.6e-02 e/cm2
1% electrons removed: D jump 5.900e+10 e/cm2
joint-solve field difference: 3.9e-14 MV/cm
dF/dN - mu_e - mu_h, full: -1.7e-07 eV
same without carrier stress: -6.6e-04 eV
transition, 0.1 nm grid: 2.848458 eV
transition, 0.05 nm grid: 2.848332 eV
transition, 0.025 nm grid: 2.848300 eV
ratio of grid differences: 4.01
lam at 1e+12 cm^-2: 0.045
lam at 1e+13 cm^-2: 0.536; from loop: 0.536
largest stable mixing there: 1.302
residual factor, 40 steps, 0.9 of limit: 1.3e-04
residual factor, 40 steps, 1.1 of limit: 1.5e+03
shift if strain is held rigid: -0.00369 eV
Neglected effects (reference density unless bare):
exchange e, h: -0.036, -0.043 eV
bulk exciton binding, unscreened: 0.023 eV
electron nonparabolicity: -0.006 eV
second valence band (doubled DOS): 0.0000 eV
electron miniband width: 2.7e-06 eV
share in barriers e, h: 0.175, 0.133
interband tunnelling exponent, bare field: 49.2
bare field / rough breakdown 3 MV/cm: 0.56
```
